**Two-band k·p conduction mass: numerical tests**

The program tests \(m_0/m_c=1+E_p/E_g\), where \(m_0\) is the free-electron mass, \(m_c\) the conduction mass, \(E_g\) the direct gap and \(E_p=2|p_{cv}|^2/m_0\) the energy formed from the momentum matrix element \(p_{cv}\) between the band-edge states. It asserts that finite-difference curvatures of diagonalized two-band energies agree with this formula and with its valence counterpart \(1-E_p/E_g\), and that the parabola exceeds the band by less than the derived bound. For one s-like and three p-like states it asserts the same conduction mass along five random directions, and with spin-orbit splitting \(\Delta\) it asserts the corrected formula. For \(E_p=24\) eV and \(E_g=1.5\) eV the output gives \(m_c=0.0588\,m_0\), which becomes \(0.0621\,m_0\) with \(\Delta=0.3\) eV. In a one-dimensional crystal, the program asserts that the sum over all bands matches the curvature and that the two-band formula overestimates \(m_0/m_c\). The printed overestimate grows from 0.007 % to 0.49 % of the curvature value as the gap widens from 0.50 to 1.99 eV. Over the same range \(E_p\) changes by 2.56 %.

## Numerical check

```python
"""
Result under test: in two-band k.p theory the conduction mass m_c obeys
    m0/m_c = 1 + Ep/Eg,    Ep = 2 |p_cv|^2 / m0,
with m0 the free-electron mass, p_cv the momentum matrix element between
the conduction and valence states at the band edge, and Eg the direct gap.
Also tested: the valence mass, the parabolic range, the cubic four-state
model, the spin-orbit correction with splitting Delta, and the sum over all
bands in a one-dimensional crystal.
Energies are in eV, lengths in nm, wave numbers in 1/nm from the band edge.
"""
import numpy as np
from scipy.constants import hbar, m_e, e

C = hbar**2 / (2 * m_e) / e * 1e18      # hbar^2/(2 m0) in eV nm^2


def inverse_mass(energy, h):
    """m0/m from a five-point second derivative of energy(k) at k = 0."""
    second = (-energy(2*h) + 16*energy(h) - 30*energy(0.0)
              + 16*energy(-h) - energy(-2*h)) / (12 * h**2)
    return second / (2 * C)


def two_band(k, ep, eg):
    """Ascending energies of the coupled valence and conduction states."""
    coupling = np.sqrt(C * ep) * k
    return np.linalg.eigvalsh(np.array([[C*k*k, coupling],
                                        [coupling, eg + C*k*k]]))


def cubic_matrix(kvec, ep, eg):
    """One s-like and three p-like states, without spin."""
    matrix = np.diag([eg, 0.0, 0.0, 0.0]).astype(complex)
    matrix += C * np.dot(kvec, kvec) * np.eye(4)
    matrix[0, 1:] = 1j * np.sqrt(C * ep) * kvec
    matrix[1:, 0] = -1j * np.sqrt(C * ep) * kvec
    return matrix


# Model parameters
Ep, Eg, Delta = 24.0, 1.5, 0.3
step = 0.01

# Two-band masses: curvature of diagonalized energies against the formula
inv_c = inverse_mass(lambda k: two_band(k, Ep, Eg)[1], step)
inv_v = inverse_mass(lambda k: two_band(k, Ep, Eg)[0], step)
inv_half = inverse_mass(lambda k: two_band(k, Ep, Eg/2)[1], step/2)
assert np.isclose(inv_c, 1 + Ep/Eg, rtol=1e-6)
assert np.isclose(inv_v, 1 - Ep/Eg, rtol=1e-6)
assert np.isclose(inv_half, 1 + 2*Ep/Eg, rtol=1e-6)

print(f"hbar^2/(2 m0) = {C:.6f} eV nm^2")
print(f"model Ep = {Ep:.1f} eV, Eg = {Eg:.1f} eV, Delta = {Delta:.1f} eV")
print(f"two-band m0/m_c = {inv_c:.4f}, m_c/m0 = {1/inv_c:.5f}")
print(f"two-band m0/m_v = {inv_v:.4f}, m_v/m0 = {1/inv_v:.5f}")
print(f"gap halved to {Eg/2:.2f} eV: m0/m_c = {inv_half:.4f}, "
      f"m_c/m0 = {1/inv_half:.5f}")

# Range of the parabola, with its error bound
print("k (1/nm), band energy above edge, parabola, bound on excess (eV):")
for k in (0.2, 0.5, 1.0):
    t = C * k * k
    rise = two_band(k, Ep, Eg)[1] - Eg
    closed = -Eg/2 + t + np.sqrt(Eg**2/4 + Ep*t)
    parabola = (1 + Ep/Eg) * t
    bound = Ep**2 * t**2 / Eg**3
    assert np.isclose(rise, closed, rtol=1e-10)
    assert 0 < parabola - rise < bound
    print(f"  {k:.1f}  {rise:.5f}  {parabola:.5f}  {bound:.5f}")

# Cubic model: same conduction mass in any direction, two uncoupled states
rng = np.random.default_rng(3)
directions = rng.normal(size=(5, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
cubic = []
for u in directions:
    cubic.append(inverse_mass(
        lambda k: np.linalg.eigvalsh(cubic_matrix(k*u, Ep, Eg))[-1], step))
    levels = np.linalg.eigvalsh(cubic_matrix(0.5*u, Ep, Eg))
    assert np.allclose(levels[1:3], C * 0.25, atol=1e-12)
assert np.allclose(cubic, 1 + Ep/Eg, rtol=1e-6)
print(f"cubic model, 5 random directions: m0/m_c from "
      f"{min(cubic):.4f} to {max(cubic):.4f}")

# Spin-orbit coupling built from orbital and spin matrices
L = np.zeros((3, 3, 3), complex)
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    L[a, b, c], L[a, c, b] = -1j, 1j
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], complex)
L_sigma = sum(np.kron(L[a], sigma[a]) for a in range(3))
values, vectors = np.linalg.eigh(L_sigma)
z_up = np.kron([0, 0, 1], [1, 0])
weight = np.sum(np.abs(vectors[:, values > 0].conj().T @ z_up)**2)
assert np.isclose(weight, 2/3, atol=1e-12)
spin_orbit = np.zeros((8, 8), complex)
spin_orbit[2:, 2:] = Delta/3 * (L_sigma - np.eye(6))   # valence top at zero
edge = np.linalg.eigvalsh(spin_orbit[2:, 2:])
assert np.allclose(edge, [-Delta]*2 + [0]*4, atol=1e-12)


def conduction_with_spin(k, u):
    full = np.kron(cubic_matrix(k*u, Ep, Eg), np.eye(2)) + spin_orbit
    return np.linalg.eigvalsh(full)[-1]


inv_so = [inverse_mass(lambda k: conduction_with_spin(k, u), step)
          for u in directions]
assert np.allclose(inv_so, 1 + Ep/3 * (2/Eg + 1/(Eg + Delta)), rtol=1e-6)
print(f"weight of coupled state in j=3/2 level = {weight:.4f}")
print(f"with spin-orbit: m0/m_c = {inv_so[0]:.4f}, "
      f"m_c/m0 = {1/inv_so[0]:.5f}")

# One-dimensional crystal, V(x) = 2 U cos(2 pi x/a), edge at k0 = pi/a
a_lat = 0.5


def crystal_matrix(k, U, n_half):
    q = (2*np.arange(-n_half, n_half) + 1) * np.pi/a_lat + k
    off = U * np.ones(2*n_half - 1)
    return np.diag(C*q*q) + np.diag(off, 1) + np.diag(off, -1)


print(f"1D crystal: a = {a_lat:.1f} nm, k0 = {np.pi/a_lat:.4f} 1/nm")
print("U, Eg, Ep (eV); m0/m_c: two-band, all-band sum, curvature:")
ep_list, gap_list = [], []
n_half = 8
for U in (0.25, 0.5, 1.0):
    E, W = np.linalg.eigh(crystal_matrix(0.0, U, n_half))
    E_large = np.linalg.eigvalsh(crystal_matrix(0.0, U, 12))
    assert np.allclose(E[:2], E_large[:2], atol=1e-10)
    q0 = (2*np.arange(-n_half, n_half) + 1) * np.pi/a_lat
    p_over_hbar = W.T @ (q0[:, None] * W)
    assert abs(p_over_hbar[1, 1]) < 1e-9      # no first-order term
    strength = 4 * C * p_over_hbar[:, 1]**2   # 2 |p_nc|^2 / m0 in eV
    others = np.arange(len(E)) != 1
    gap, ep = E[1] - E[0], strength[0]
    simple = 1 + ep/gap
    full_sum = 1 + np.sum(strength[others] / (E[1] - E[others]))
    curvature = inverse_mass(
        lambda k: np.linalg.eigvalsh(crystal_matrix(k, U, n_half))[1], 0.02)
    assert np.isclose(full_sum, curvature, rtol=1e-5)
    assert simple - curvature > 1e-4          # two-band mass is too light
    assert abs(simple/curvature - 1) < 0.05
    ep_list.append(ep)
    gap_list.append(gap)
    print(f"  {U:.2f} {gap:.4f} {ep:.4f}; {simple:.4f} {full_sum:.4f} "
          f"{curvature:.4f}")
    print(f"    m_c/m0: two-band {1/simple:.5f}, curvature "
          f"{1/curvature:.5f}; excess of m0/m_c "
          f"{100*(simple/curvature - 1):.3f} %")

ep_change = max(ep_list)/min(ep_list) - 1
gap_factor = max(gap_list)/min(gap_list)
assert ep_change < 0.1 and gap_factor > 3
print(f"over this range Ep changes by {100*ep_change:.2f} %, "
      f"Eg by a factor {gap_factor:.3f}")

print("finished without a failed check")
```

Running it gives:

```
hbar^2/(2 m0) = 0.038100 eV nm^2
model Ep = 24.0 eV, Eg = 1.5 eV, Delta = 0.3 eV
two-band m0/m_c = 17.0000, m_c/m0 = 0.05882
two-band m0/m_v = -15.0000, m_v/m0 = -0.06667
gap halved to 0.75 eV: m0/m_c = 33.0000, m_c/m0 = 0.03030
k (1/nm), band energy above edge, parabola, bound on excess (eV):
  0.2  0.02552  0.02591  0.00040
  0.5  0.14896  0.16192  0.01548
  1.0  0.50338  0.64770  0.24774
cubic model, 5 random directions: m0/m_c from 17.0000 to 17.0000
weight of coupled state in j=3/2 level = 0.6667
with spin-orbit: m0/m_c = 16.1111, m_c/m0 = 0.06207
1D crystal: a = 0.5 nm, k0 = 6.2832 1/nm
U, Eg, Ep (eV); m0/m_c: two-band, all-band sum, curvature:
  0.25 0.4998 6.0269; 13.0589 13.0580 13.0580
    m_c/m0: two-band 0.07658, curvature 0.07658; excess of m0/m_c 0.007 %
  0.50 0.9983 6.0580; 7.0684 7.0642 7.0642
    m_c/m0: two-band 0.14147, curvature 0.14156; excess of m0/m_c 0.060 %
  1.00 1.9863 6.1814; 4.1120 4.0919 4.0919
    m_c/m0: two-band 0.24319, curvature 0.24438; excess of m0/m_c 0.490 %
over this range Ep changes by 2.56 %, Eg by a factor 3.974
finished without a failed check
```
